# Why a metal monolayer can deposit positive of its bulk potential: a numerical check

```python
# Result under test: a complete metal monolayer is in equilibrium at a potential
#   shift = (layer_binding - cohesive) / z      (energies in eV, shift in V)
# positive of the bulk reversible potential of the same metal and ion activity.
# layer_binding: average binding energy per atom in the full layer, including
#   bonds between adatoms; cohesive: bulk energy per atom; both from free atoms.
# z: ion charge; substrate: adatom-substrate energy; bond: energy per M-M pair.
# Lattice-gas enumeration and lattice sums supply the independent checks.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

kB = const.k / const.e  # eV/K

# ---------- fcc geometry, lengths in nearest-neighbour distances ----------
CUTOFF = 3.05
grid = np.array(list(itertools.product(range(-6, 7), repeat=3)))
cubic = grid[grid.sum(axis=1) % 2 == 0] / np.sqrt(2)
bulk_r = np.linalg.norm(cubic, axis=1)
bulk_r = bulk_r[(bulk_r > 0.1) & (bulk_r < CUTOFF)]


def plane_distances(layer_offset):
    """Distances from an atom to atoms in a close-packed plane of the stack."""
    n, m = np.meshgrid(np.arange(-9, 10), np.arange(-9, 10))
    n = n + layer_offset / 3
    m = m + layer_offset / 3
    height = layer_offset * np.sqrt(2 / 3)
    r = np.sqrt(n**2 + m**2 + n * m + height**2).ravel()
    return r[(r > 0.1) & (r < CUTOFF)]


def many_body_energy(r):
    """Pair repulsion plus square-root band attraction, arbitrary unit."""
    return (0.1 * np.exp(-10 * (r - 1)).sum()
            - np.sqrt(np.exp(-6 * (r - 1)).sum()))


def slab_energy(layers):
    total = 0.0
    for k in range(layers):
        r = np.concatenate([plane_distances(j - k) for j in range(layers)])
        total += many_body_energy(r)
    return total


own_layer_binding = slab_energy(12) - slab_energy(13)
own_cohesive = -many_body_energy(bulk_r)
assert own_cohesive > 0
assert abs(own_layer_binding / own_cohesive - 1) < 1e-10

bulk_neighbours = int(np.sum(bulk_r < 1.01))
lateral_neighbours = int(np.sum(plane_distances(0) < 1.01))
below_neighbours = int(np.sum(plane_distances(-1) < 1.01))
assert bulk_neighbours == lateral_neighbours + 2 * below_neighbours

# ---------- all fillings of a periodic 4 x 4 triangular patch ----------
SIDE = 4
SITES = SIDE**2
states = np.arange(2**SITES)
filled = ((states[:, None] >> np.arange(SITES)) & 1).reshape(-1, SIDE, SIDE)
atoms = filled.sum(axis=(1, 2))
pairs = np.zeros(len(states), dtype=int)
for dx, dy in ((1, 0), (0, 1), (1, -1)):
    moved = np.roll(filled, (dx, dy), axis=(1, 2))
    pairs += (filled * moved).sum(axis=(1, 2))
classes, multiplicity = np.unique(
    np.column_stack([atoms, pairs]), axis=0, return_counts=True)
class_atoms, class_pairs = classes.T


def metal_mu(potential, z, activity, temperature, ion_energy):
    return ion_energy + kB * temperature * np.log(activity) - z * potential


def coverage(mu, substrate, bond, temperature):
    exponent = ((mu + substrate) * class_atoms + bond * class_pairs)
    exponent = exponent / (kB * temperature) + np.log(multiplicity)
    weight = np.exp(exponent - exponent.max())
    return (weight @ class_atoms) / weight.sum() / SITES


def layer_potential(substrate, bond, z, activity, temperature, ion_energy):
    def excess(potential):
        mu = metal_mu(potential, z, activity, temperature, ion_energy)
        return coverage(mu, substrate, bond, temperature) - 0.5
    return brentq(excess, -3, 3, xtol=1e-11)


def bulk_potential(cohesive, z, activity, temperature, ion_energy):
    return brentq(lambda v: metal_mu(v, z, activity, temperature, ion_energy)
                  + cohesive, -3, 3, xtol=1e-11)


# ---------- example inputs: rough values in the regime of lead ----------
T = 298.15
z = 2
activity = 1e-3
cohesive = 2.0        # eV
substrate = 1.3       # eV, chosen for a noble-metal substrate
ion_energy = -2.25    # eV, ion plus electrons at 0 V versus SHE
spacing = 0.35        # nm
bond = cohesive / (bulk_neighbours / 2)
lateral = bond * lateral_neighbours / 2
layer_binding = substrate + lateral
shift = (layer_binding - cohesive) / z

# Enumeration against the energy formula, including cases with no UPD
for eps, charge, act, temp in itertools.product(
        (0.6, 1.0, 1.3, 1.6), (1, 2), (1.0, 1e-3), (298.15, 350.0)):
    found = (layer_potential(eps, bond, charge, act, temp, ion_energy)
             - bulk_potential(cohesive, charge, act, temp, ion_energy))
    expected = (eps + lateral - cohesive) / charge
    assert abs(found - expected) < 1e-7

E_bulk = bulk_potential(cohesive, z, activity, T, ion_energy)
E_layer = layer_potential(substrate, bond, z, activity, T, ion_energy)
isolated_shift = (substrate - cohesive) / z
assert isolated_shift < 0 < E_layer - E_bulk


def example_coverage(potential):
    mu = metal_mu(potential, z, activity, T, ion_energy)
    return coverage(mu, substrate, bond, T)


cov_negative = example_coverage(E_layer - 0.020)
cov_positive = example_coverage(E_layer + 0.020)
cov_window = example_coverage(E_bulk + 0.050)
assert cov_negative > 0.999 and cov_positive < 0.001 and cov_window > 0.999

density = 2 / (np.sqrt(3) * (spacing * 1e-7)**2)  # atoms/cm2
charge_density = z * const.e * density            # C/cm2

# ---------- neglected effects, rough inputs ----------
einstein_T = 75.0     # K
stiffening = 1.5


def vibration_free_energy(theta):
    return 3 * kB * T * np.log(2 * np.sinh(theta / (2 * T)))


vibration_shift = -(vibration_free_energy(stiffening * einstein_T)
                    - vibration_free_energy(einstein_T)) / z
classical_vibration = -3 * kB * T * np.log(stiffening) / z
assert abs(vibration_shift / classical_vibration - 1) < 0.03

capacitance = 25e-6   # F/cm2
pzc_bare, pzc_covered = -0.45, -0.65  # V versus SHE


def double_layer_tension(potential, pzc):
    return -quad(lambda v: capacitance * (v - pzc), pzc, potential)[0]


def balance(potential):
    return (charge_density * (potential - E_bulk - shift)
            + double_layer_tension(potential, pzc_covered)
            - double_layer_tension(potential, pzc_bare))


double_layer_shift = brentq(balance, -0.5, 0.5) - E_layer
first_order_dl = capacitance / (2 * charge_density) * (
    (E_layer - pzc_covered)**2 - (E_layer - pzc_bare)**2)
assert abs(first_order_dl / double_layer_shift - 1) < 0.1

water_change = 0.10   # eV per adatom, either sign
anions_lost = 0.3     # anions per adatom
anion_energy = 0.3    # eV per anion
water_shift = water_change / z
anion_shift = -anions_lost * anion_energy / z
neglected_sum = sum(abs(x) for x in (
    vibration_shift, double_layer_shift, water_shift, anion_shift))

# ---------- output ----------
print(f"Temperature: {T:.2f} K")
print(f"Ion charge z: {z}")
print(f"Ion activity: {activity:.0e}")
print(f"Ion energy term g_ion at 0 V SHE: {ion_energy:.2f} eV")
print(f"Neighbours in bulk: {bulk_neighbours}")
print(f"Neighbours in layer plane: {lateral_neighbours}")
print(f"Neighbours in plane below: {below_neighbours}")
print(f"Many-body own-layer/cohesive ratio: "
      f"{own_layer_binding / own_cohesive:.6f}")
print(f"Cohesive energy: {cohesive:.3f} eV")
print(f"Energy per M-M bond: {bond:.3f} eV")
print(f"Substrate energy per adatom: {substrate:.3f} eV")
print(f"Lateral energy per adatom: {lateral:.3f} eV")
print(f"Full-layer binding energy: {layer_binding:.3f} eV")
print(f"Binding minus cohesive energy: {layer_binding - cohesive:.3f} eV")
print(f"Bulk potential: {E_bulk:.3f} V SHE")
print(f"Layer potential, enumeration: {E_layer:.3f} V SHE")
print(f"Shift, enumeration: {E_layer - E_bulk:.3f} V")
print(f"Shift, energy formula: {shift:.3f} V")
print(f"Wrong shift from isolated adatom: {isolated_shift:.3f} V")
print(f"Coverage 20 mV negative of layer potential: {cov_negative:.3f}")
print(f"Coverage 20 mV positive of layer potential: {cov_positive:.3f}")
print(f"Coverage 50 mV positive of bulk potential: {cov_window:.3f}")
print(f"Atom spacing: {spacing:.2f} nm")
print(f"Layer density: {density:.3e} atoms/cm2")
print(f"Monolayer charge: {charge_density * 1e6:.0f} uC/cm2")
print(f"Shift error per 0.1 eV energy error: {0.1 / z * 1e3:.0f} mV")
print(f"Bulk Einstein temperature: {einstein_T:.0f} K")
print(f"Adatom frequency ratio, all modes: {stiffening:.1f}")
print(f"Vibrational correction: {vibration_shift * 1e3:.1f} mV")
print(f"Classical vibrational estimate: {classical_vibration * 1e3:.1f} mV")
print(f"Double-layer capacitance: {capacitance * 1e6:.0f} uF/cm2")
print(f"Zero-charge potential, bare: {pzc_bare:.2f} V SHE")
print(f"Zero-charge potential, covered: {pzc_covered:.2f} V SHE")
print(f"Double-layer correction: {double_layer_shift * 1e3:+.1f} mV")
print(f"First-order double-layer value: {first_order_dl * 1e3:+.1f} mV")
print(f"Water-binding change: {water_change:.2f} eV per adatom")
print(f"Water correction, either sign: {water_shift * 1e3:.0f} mV")
print(f"Anions lost per adatom: {anions_lost:.1f}")
print(f"Binding energy per lost anion: {anion_energy:.1f} eV")
print(f"Anion correction: {anion_shift * 1e3:.0f} mV")
print(f"Sum of correction magnitudes: {neglected_sum * 1e3:.0f} mV")
print(f"That sum relative to the shift: {neglected_sum / shift:.2f}")
print("tests ok")
```

Printed output:

```
Temperature: 298.15 K
Ion charge z: 2
Ion activity: 1e-03
Ion energy term g_ion at 0 V SHE: -2.25 eV
Neighbours in bulk: 12
Neighbours in layer plane: 6
Neighbours in plane below: 3
Many-body own-layer/cohesive ratio: 1.000000
Cohesive energy: 2.000 eV
Energy per M-M bond: 0.333 eV
Substrate energy per adatom: 1.300 eV
Lateral energy per adatom: 1.000 eV
Full-layer binding energy: 2.300 eV
Binding minus cohesive energy: 0.300 eV
Bulk potential: -0.214 V SHE
Layer potential, enumeration: -0.064 V SHE
Shift, enumeration: 0.150 V
Shift, energy formula: 0.150 V
Wrong shift from isolated adatom: -0.350 V
Coverage 20 mV negative of layer potential: 1.000
Coverage 20 mV positive of layer potential: 0.000
Coverage 50 mV positive of bulk potential: 1.000
Atom spacing: 0.35 nm
Layer density: 9.426e+14 atoms/cm2
Monolayer charge: 302 uC/cm2
Shift error per 0.1 eV energy error: 50 mV
Bulk Einstein temperature: 75 K
Adatom frequency ratio, all modes: 1.5
Vibrational correction: -15.8 mV
Classical vibrational estimate: -15.6 mV
Double-layer capacitance: 25 uF/cm2
Zero-charge potential, bare: -0.45 V SHE
Zero-charge potential, covered: -0.65 V SHE
Double-layer correction: +8.2 mV
First-order double-layer value: +8.0 mV
Water-binding change: 0.10 eV per adatom
Water correction, either sign: 50 mV
Anions lost per adatom: 0.3
Binding energy per lost anion: 0.3 eV
Anion correction: -45 mV
Sum of correction magnitudes: 119 mV
That sum relative to the shift: 0.79
tests ok
```
